# Herring's Force Balance at a Triple Junction and Young's Missing Torque, part 2

A film lies on a flat, rigid substrate, with bare substrate to the left of the contact. The problem is to find its contact angle \(\theta\), measured through the film, and its island shape when the free-surface energy per area \(\gamma(\theta)\) depends on orientation. Energies per area are in J/m², lengths in nm. A prime means \(d/d\theta\).

The surface, with position \(\mathbf r\), is followed outward from the contact. Its tangent is \(\mathbf t=(\cos\theta,\sin\theta)\), its normal \(\mathbf n=(-\sin\theta,\cos\theta)\), its arc length \(s\) and its curvature \(\kappa=\theta_s\). Subscripts \(fs\) and \(sv\) mean film–substrate and substrate–vapour, and \(\Delta=\gamma_{sv}-\gamma_{fs}\).

The capillary vector is \(\boldsymbol\xi=\gamma\mathbf t+\gamma'\mathbf n\), where \(\gamma'\) is the torque term. It obeys \(\boldsymbol\xi_s=(\gamma+\gamma'')\kappa\mathbf n\), where \(\gamma+\gamma''\) is the stiffness.

Part (b): at a free junction the vectors \(\boldsymbol\xi_i\) sum to zero. Along an interface, with pressures \(p_L\) and \(p_R\) to the left and right of \(\mathbf t\),

\[
(\gamma+\gamma'')\kappa=p_L-p_R .
\]

Part (d): the contact condition is

\[
G(\theta)=\Delta,\qquad
G(\theta)=\gamma(\theta)\cos\theta-\gamma'(\theta)\sin\theta .
\]

Young's equation omits the \(\gamma'\) term. The film surface exerts a vertical force \(\gamma\sin\theta+\gamma'\cos\theta\) on the substrate.

Part (f): a straight edge of length \(L\) from the contact \((x,0)\) to a fixed point has energy \(E(x)=L\gamma(\theta)+\Delta x\), apart from a constant, and

\[
\frac{dE}{dx}=\Delta-G(\theta),\qquad
\frac{d\theta}{dx}=\frac{\sin\theta}{L}.
\]

The example uses the fourfold law \(\gamma=\bar\gamma(1-\epsilon\cos4\theta)\), with \(\bar\gamma=2.0\), \(\gamma_{sv}=1.3\), \(\gamma_{fs}=2.1\) and \(\Delta=-0.8\) J/m², and \(\epsilon=0.03\). Its Herring angle, from the contact condition, is \(\theta_H=107.2^\circ\); its Young angle is \(\theta_Y=113.5^\circ\). At \(\theta_H\), \(\gamma=1.978\) and \(\gamma'=0.224\) J/m², and the projected torque \(-\gamma'\sin\theta_H\) is \(-0.214\) J/m².

The computed values also list earlier checks: three-interface networks with and without torques, the first-order estimate \(\theta_H-\theta_Y\approx-\gamma'/(\gamma+\gamma'')\), and a strong case with \(\epsilon=0.12\).

### (g) What replaces the contact condition when the surface energy has a cusp?

**Solution.** At a facet orientation \(\theta_0\), \(\gamma\) can be continuous while its slope jumps from \(\gamma'_-\) to a larger value \(\gamma'_+\). There is then no single torque to put into \(G\). Return to the energy of the straight edge. Moving the contact to the right increases \(\theta\), so it samples \(\gamma'_+\); moving it to the left samples \(\gamma'_-\). The edge is at a minimum if the energy does not fall in either direction:

\[
\begin{aligned}
\Delta-\gamma\cos\theta_0+\gamma'_+\sin\theta_0&\ge0,\\
\Delta-\gamma\cos\theta_0+\gamma'_-\sin\theta_0&\le0 .
\end{aligned}
\]

Together these inequalities give

\[
\gamma\cos\theta_0-\gamma'_+\sin\theta_0
\le\Delta\le
\gamma\cos\theta_0-\gamma'_-\sin\theta_0 .
\]

The equality has become an interval of width \((\gamma'_+-\gamma'_-)\sin\theta_0\). Within it, \(\Delta\) can change while the contact angle stays at \(\theta_0\). A measured facet angle therefore gives bounds on \(\Delta\), not a value.

As an example, add \(g|\cos\theta|\) to the fourfold law, with a rough cusp strength \(g=0.10\) J/m². At \(90^\circ\) the smooth law has zero slope and the added term has slopes \(-g\) and \(+g\). Since \(\cos90^\circ=0\), the locked interval is

\[
-0.10\le\Delta\le0.10\ \text{J/m}^2 .
\]

Direct minimization of the edge energy at \(\Delta=-0.05\) and at \(+0.05\) J/m² gives \(90^\circ\) in both cases.

The example's \(\Delta=-0.8\) J/m² lies outside the interval. Its angle exceeds \(90^\circ\), where the added energy is \(-g\cos\theta\) and its derivative is \(g\sin\theta\). The addition to \(G\) is

\[
(-g\cos\theta)\cos\theta-(g\sin\theta)\sin\theta=-g .
\]

The smooth part of \(G\) must therefore equal \(\Delta+g=-0.7\) J/m², and the angle is \(104.7^\circ\). The angle changes although the contact does not lie on the facet, because the added energy extends to orientations far from \(90^\circ\). The contact condition uses only the local \(\gamma\) and \(\gamma'\), so with a cusp confined to orientations close to \(90^\circ\) the original angle would still satisfy it. If such a cusp were deep enough, however, the facet at \(90^\circ\) could have the lower energy. With the term \(g|\cos\theta|\) used here, the change is \(-2.5^\circ\), with all other energies fixed.

### (h) Must the left and right contact angles agree if the crystal is tilted?

**Solution.** Rotate the film crystal anticlockwise by \(\phi\) while keeping the substrate flat. At the left contact, the surface makes the angle \(\theta-\phi\) with the crystal's reference axis. The energy to be used there is

\[
\gamma_L(\theta)=\bar\gamma[1-\epsilon\cos4(\theta-\phi)].
\]

At the right contact, the outward tangent of the film surface has direction \(\pi-\theta\) when \(\theta\) is measured through the film. Relative to the crystal its angle is \(\pi-\theta-\phi\). Since \(\cos[4\pi-4(\theta+\phi)]=\cos4(\theta+\phi)\),

\[
\gamma_R(\theta)=\bar\gamma[1-\epsilon\cos4(\theta+\phi)].
\]

Reflection turns the right contact into a left one, so \(\gamma_R\) obeys the same contact condition. The two energy laws differ unless the tilt respects the mirror symmetry.

For \(\phi=10^\circ\), with \(\Delta\) held at \(-0.8\) J/m², the left angle is \(109.7^\circ\) and the right angle is \(106.7^\circ\). Young's equation with local surface energies gives \(114.0^\circ\) and \(113.1^\circ\). It sees the small difference in \(\gamma\), but not the difference in torque, and so gives a separation of \(0.9^\circ\) where the full condition gives \(3.0^\circ\). In a real film the tilt can also change \(\gamma_{fs}\), which this comparison holds fixed. Unequal angles on an island therefore do not by themselves show that the two contacts are out of equilibrium.

### (i) What is the equilibrium shape of a symmetric island, and does its edge obey the same condition?

**Solution.** Let the island be a long ridge with fixed cross-sectional area and no crystal tilt. Follow its free surface from the left contact to the right one. The film lies to the right of the tangent. Let \(p\) be the film's pressure above that of the vapour. The bulk condition of part (b) becomes \((\gamma+\gamma'')\kappa=-p\), or

\[
\boldsymbol\xi_s=-p\,\mathbf n .
\]

Turn every vector by \(-90^\circ\). This takes \(\mathbf t\) to \(-\mathbf n\) and \(\mathbf n\) to \(\mathbf t\), so

\[
\frac{d}{ds}(-\gamma\mathbf n+\gamma'\mathbf t)=-p\,\mathbf t .
\]

Define \(\mathbf W=\gamma\mathbf n-\gamma'\mathbf t\), change the sign of both sides, and use \(\mathbf t=\mathbf r_s\). Then \(\mathbf W_s=p\,\mathbf r_s\), which integrates to

\[
\mathbf W=p(\mathbf r-\mathbf r_c),
\]

where \(\mathbf r_c\) is a constant. The free surface is a scaled part of the curve traced by \(\mathbf W(\theta)\). When the stiffness is positive at every orientation, as in the example, this curve is the Wulff shape. If the stiffness is negative over some range of orientations, the curve folds back and crosses itself, and the parts beyond the crossing do not belong to the equilibrium shape. Those parts also include some orientations of positive stiffness. For an isotropic surface, \(\mathbf W=\gamma\mathbf n\) and the surface is a circular arc of radius \(\gamma/p\).

The components of \(\mathbf W\) are

\[
\begin{aligned}
W_x&=-\gamma\sin\theta-\gamma'\cos\theta,\\
W_y&=\gamma\cos\theta-\gamma'\sin\theta=G(\theta).
\end{aligned}
\]

At the left contact \(y=0\) and \(G=\Delta\), so \(-py_c=\Delta\). The contact condition thus fixes the height at which the substrate cuts the Wulff shape. At the top, \(\theta=0\) and symmetry gives \(\gamma'(0)=0\). If the island height is \(h\),

\[
\gamma(0)=p(h-y_c)=ph+\Delta,\qquad
h=\frac{\gamma(0)-\Delta}{p}.
\]

Symmetry also puts \(x_c\) midway between the contacts. With base width \(b\), the left contact is at \(x-x_c=-b/2\). The expression for \(W_x\) gives

\[
b=\frac{2(\gamma\sin\theta+\gamma'\cos\theta)}{p},
\]

evaluated at the contact. The pressure cancels from the ratio:

\[
\frac hb=\frac{\gamma(0)-\Delta}
{2(\gamma\sin\theta+\gamma'\cos\theta)} .
\]

In the example, \(\gamma(0)=2.0(1-0.03)=1.94\) J/m², and the combination in parentheses is 1.823 J/m². Therefore

\[
\frac hb=\frac{1.94+0.80}{2(1.823)}=0.751 .
\]

An island 300 nm high has a base width of 399 nm. As an independent comparison, half the island was represented by 60 straight segments, and the ratio of its energy to the square root of its area was minimized, using lengths, areas and interface energies alone. This ratio does not change with the island's size, so its minimum gives the shape of least energy at fixed area. The contact angle extrapolated from the segments is \(107.2^\circ\), and the height-to-base ratio is 0.751.

An isotropic circular cap with the Young angle would have the ratio \((1-\cos\theta_Y)/(2\sin\theta_Y)=0.763\), only 1.5 percent larger. In this example the overall proportions reveal much less of the torque than the edge angle does.

### (j) How well does the model represent a real film, and which neglected effects matter most?

**Solution.** The parameters represent solid nickel on sapphire roughly. A surface energy near 2 J/m² and a contact angle above \(90^\circ\) are reasonable for that system, but the substrate energies depend on surface preparation and on the surrounding gas. The smooth fourfold law is a model of one cross-section, not nickel's measured or computed surface energy. Real nickel crystals can have facets, for which part (g) is the relevant condition. The calculated angle is therefore an illustration and not a prediction for a particular specimen.

The assumption that the substrate stays flat matters most for the shape right at the junction. If substrate material can move near the contact, a ridge can form and the vertical forces must balance at its tip as well. Take a ridge that is small compared with the island and free to move along the substrate. Sliding the whole ridge by \(\delta x\) leaves its own shape unchanged and changes the energy by \((\Delta-G)\,\delta x\), as in part (f). The film surface therefore stays at \(\theta_H\), measured from the flat substrate away from the ridge. To find the angles at the tip, treat both substrate interfaces as isotropic. The balance is

\[
\gamma_{sv}\mathbf t_{sv}=-\boldsymbol\xi-\gamma_{fs}\mathbf t_{fs}.
\]

Let \(M=|\boldsymbol\xi|=\sqrt{\gamma^2+\gamma'^2}\), and let \(\alpha\) be the angle between \(\mathbf t_{fs}\) and \(-\boldsymbol\xi\). Squaring both sides gives

\[
\gamma_{sv}^2=M^2+\gamma_{fs}^2-2M\gamma_{fs}\cos\alpha,
\]

\[
\cos\alpha=\frac{M^2+\gamma_{fs}^2-\gamma_{sv}^2}{2M\gamma_{fs}} .
\]

The direction of \(\boldsymbol\xi\) is \(\theta_H+\beta\), with \(\beta=\arctan(\gamma'/\gamma)\). The opposite direction is \(\theta_H+\beta-180^\circ\), and the film–substrate interface lies at an angle \(\alpha\) anticlockwise from it. The angle through the film is consequently

\[
\theta_H-(\theta_H+\beta-180^\circ+\alpha)
=180^\circ-\alpha-\beta .
\]

With \(\gamma=1.978\), \(\gamma'=0.224\), \(\gamma_{fs}=2.1\) and \(\gamma_{sv}=1.3\) J/m², this is \(136.6^\circ\), which is \(29^\circ\) more than on the rigid substrate. The extra \(29^\circ\) is the downward tilt of the film–substrate interface on the flank of the ridge; the angle between the film surface and the flat substrate farther away is still \(\theta_H\). How large the ridge grows depends on how fast the substrate can rearrange during annealing, which the present model does not determine.

Other effects can be sized from rough inputs:

- **Temperature.** A slope of \(-4\times10^{-4}\) J/(m² K) and a rise of 100 K lower \(\bar\gamma\) by 0.04 J/m². With \(\Delta\) and \(\epsilon\) fixed, the angle rises by \(0.4^\circ\).
- **Line energy.** For a curved contact line, take a line energy of \(\bar\gamma\) times an atomic width of 0.25 nm and a radius of half the island base. The resulting force is about 0.0025 J/m², near 1 percent of the projected torque. A straight contact line has no such term.
- **Elastic strain.** For a film modulus \(Y=200\) GPa and a strain \(e=0.2\) percent, the length \(\bar\gamma/(Ye^2)\) is 2500 nm. A 300 nm layer that kept all this strain would store an energy per area of order \(300/2500=0.12\) of \(\bar\gamma\); a numerical factor of order one, which depends on the directions in which the film is strained, is left out. That is of the same order as the torque and could alter the island's shape. The modulus used is a room-temperature value and is lower near 1500 K. The energy grows as \(e^2\), and cooling nickel on sapphire from 1500 K to room temperature imposes a thermal mismatch of roughly 1 percent, which would store about 25 times more if none of it relaxed. The strain left after relaxation, and the stress concentration at the contact, are not calculated here.
- **Substrate lifting.** Dividing the vertical force of 1.82 N/m by a substrate modulus of 400 GPa gives a length of 0.005 nm. Because the force is concentrated along a line, the lifting at the contact is several times larger, by a factor that grows with the logarithm of the base width divided by the atomic width. It is then about 0.02 nm, still well below an atomic spacing, in contrast to a ridge built by moving material.
- **Gravity.** For a density of 8900 kg/m³ and a height of 300 nm, the energy scale is \(8\times10^{-9}\) J/m², which is negligible here.

These estimates set the conditions for obtaining \(\Delta\) from a measured edge. The contact must be in equilibrium, any ridge must be small compared with the island, the angle must be measured against the flat substrate away from the ridge and not at its tip, and residual strain must be small. One then needs both \(\gamma\) and \(\gamma'\) at the observed orientation; at a facet, the inequalities of part (g) give a range instead. The numerical output lists the values used in the example.

## Computed values

```
Mean film energy (rough): 2.00 J/m^2
Substrate-vapour energy (rough): 1.30 J/m^2
Film-substrate energy (rough): 2.10 J/m^2
Fourfold anisotropy: 3.0 percent
gamma_sv - gamma_fs: -0.8000 J/m^2
Network variation, numeric: 0.2623316 J/m^2
Network variation, formula: 0.2623316 J/m^2
Same without junction torques: 0.2433 J/m^2
Free junction, full residual: 5.4e-08 J/m^2
Free junction, scalar residual: 0.1715 J/m^2
Free junction film dihedral: 142.09 deg
Scalar triangle film dihedral: 142.80 deg
Herring contact angle: 107.23 deg
Energy-minimized edge angle: 107.23 deg
Young angle with local gamma: 113.52 deg
First-order corrected angle: 106.44 deg
Film gamma at Herring angle: 1.9784 J/m^2
Film torque gamma': 0.2240 J/m^2
Film torque gamma': 0.01398 eV/angstrom^2
Projected torque -gamma' sin: -0.2139 J/m^2
Young-inferred energy difference: -0.5861 J/m^2
Film stiffness: 2.3236 J/m^2
Strong-case anisotropy: 12.0 percent
Strong-case stiffness at 45 deg: -1.6000 J/m^2
Error ratio on halving anisotropy: 4.053
Crystal tilt: 10.00 deg
Tilted crystal, left angle: 109.70 deg
Tilted crystal, right angle: 106.71 deg
Tilted crystal, left Young angle: 114.01 deg
Tilted crystal, right Young angle: 113.08 deg
Facet cusp strength (rough): 0.10 J/m^2
Locked interval, lower end: -0.10 J/m^2
Locked interval, upper end: 0.10 J/m^2
Example angle with cusp added: 104.74 deg
Polygon island contact angle: 107.23 deg
Polygon island height/base: 0.7513
Wulff island height/base: 0.7514
Circular Young island height/base: 0.7630
Island height: 300 nm
Island base width: 399.3 nm
Normal force on substrate: 1.8233 N/m
Film dihedral if substrate ridges: 136.61 deg
Film energy temperature slope (rough): -4.0e-04 J/(m^2 K)
Temperature change: 100 K
Angle after temperature change: 107.66 deg
Atomic width for line energy (rough): 0.25 nm
Line-energy effect: 2.5e-03 J/m^2
Film strain (rough): 0.2 percent
Film modulus (rough): 200 GPa
Elastic-capillary length: 2500 nm
Substrate modulus (rough): 400 GPa
Elastic lifting scale: 0.0046 nm
Film density (rough): 8900 kg/m^3
Gravity effect: 7.9e-09 J/m^2
```
